# Exchange Self-Energy of the Two-Dimensional Electron Gas and Its Logarithmic Slope: verification in Python

```python
"""Exchange self-energy of the paramagnetic two-dimensional electron gas.

Result under test (Hartree atomic units, x = k/kF, elliptic modulus x or 1/x):
  k <= kF: Sigma = -(2 kF/pi) E(x)
  k >  kF: Sigma = -(2 k/pi) [E(1/x) - (1 - 1/x^2) K(1/x)]
  near kF: dSigma/dk -> (1/pi) [ln(8/delta) - 2],  delta = |x - 1|
Sigma: exchange self-energy; k: momentum; kF: Fermi momentum;
K, E: complete elliptic integrals of first and second kind.
Tests use kF = 1, since Sigma/kF depends only on x.
SciPy's elliptic functions take the parameter, the square of the modulus.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipe, ellipk, ellipkm1, j1


def sigma_formula(x):
    """Sigma/kF from the elliptic-integral result."""
    if x <= 1:
        return -2 / np.pi * ellipe(x * x)
    m = 1 / x**2
    return -2 * x / np.pi * (ellipe(m) - (1 - m) * ellipk(m))


def slope_formula(x):
    """dSigma/dk from the elliptic-integral result, x > 0 and x != 1."""
    if x < 1:
        return 2 / np.pi * (ellipkm1((1 - x) * (1 + x)) - ellipe(x * x)) / x
    m = 1 / x**2
    return 2 / np.pi * (ellipkm1((x - 1) * (x + 1) / x**2) - ellipe(m))


def slope_limit(delta):
    return (np.log(8 / delta) - 2) / np.pi


def sigma_strips(x):
    """Disc integral of 1/|k-q| by vertical strips at q_x = sin(t)."""
    def strip(t):
        distance = max(abs(np.sin(t) - x), 1e-300)
        return 2 * np.arcsinh(np.cos(t) / distance) * np.cos(t)
    edges = [-np.pi / 2, np.pi / 2]
    if x < 1:
        edges.insert(1, np.arcsin(x))
    total = sum(quad(strip, a, b, epsabs=1e-11, epsrel=1e-11, limit=300)[0]
                for a, b in zip(edges[:-1], edges[1:]))
    return -total / (2 * np.pi)


def slope_difference(x, step):
    return (sigma_strips(x + step) - sigma_strips(x - step)) / (2 * step)


def slope_circle(x, screening=0.0):
    """Slope as an integral of the interaction over the Fermi circle."""
    def integrand(t):
        distance = np.sqrt((x - 1)**2 + 4 * x * np.sin(t / 2)**2)
        return np.cos(t) / (distance + screening)
    scale = max(abs(x - 1), screening)
    edges = [0.0] + [scale * f for f in (1, 10, 100) if scale * f < 3] + [np.pi]
    return sum(quad(integrand, a, b, epsabs=1e-11, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:])) / np.pi


def sigma_screened(x, screening):
    """Disc integral for 2 pi/(p + screening), using arcs centred at k."""
    def arc(p):
        cosine = (p * p + x * x - 1) / (2 * p * x)
        half_angle = np.arccos(np.clip(cosine, -1, 1))
        return p / (p + screening) * half_angle / np.pi
    edges = [0.0, abs(1 - x), 0.1, 1 + x]
    return -sum(quad(arc, a, b, epsabs=1e-11, limit=300)[0]
                for a, b in zip(edges[:-1], edges[1:]))


# Explicit sum over occupied plane waves of a finite periodic box.
# Omitting q = k costs about half a lattice spacing, hence the tolerance.
radius = 400
axis = np.arange(-radius, radius + 1)
qx, qy = np.meshgrid(axis, axis, indexing="ij")
occupied = qx**2 + qy**2 <= radius**2
qx, qy = qx[occupied], qy[occupied]
lattice_rows = []
for x in (0.5, 1.5):
    distance = np.hypot(qx - round(x * radius), qy)
    lattice_sum = -np.sum(1 / distance[distance > 0]) / (2 * np.pi * radius)
    assert abs(lattice_sum - sigma_formula(x)) < 1 / radius
    lattice_rows.append((x, lattice_sum, sigma_formula(x)))

# Closed form against the disc integral, inside, at and outside kF.
for x in (0.0, 0.3, 0.7, 0.95, 1.0, 1.05, 1.5, 3.0):
    assert abs(sigma_strips(x) - sigma_formula(x)) < 1e-8
# The first correction to the large-k tail is relative order 1/(8 x^2).
assert abs(sigma_strips(20.0) * (-2 * 20.0) - 1) < 1 / 20.0**2

# Slopes: finite differences and the Fermi-circle integral.
for x in (0.3, 0.5, 0.9, 1.1, 1.5, 2.0):
    assert abs(slope_difference(x, 1e-4) - slope_formula(x)) < 2e-6
    assert abs(slope_circle(x) - slope_formula(x)) < 1e-8
    assert slope_difference(x, 1e-4) > 0

# Logarithmic law and its integral; neglected terms are delta*log(delta).
for delta in (1e-2, 1e-3):
    for side in (-1, 1):
        numerical = slope_difference(1 + side * delta, delta / 100)
        assert abs(numerical - slope_limit(delta)) < delta * np.log(8 / delta)
        change = sigma_strips(1 + side * delta) - sigma_strips(1.0)
        law = side * delta / np.pi * (np.log(8 / delta) - 1)
        assert abs(change - law) < delta**2 * np.log(8 / delta)

# Exchange energy from the real-space hole, with the averaged 1/y^3 tail.
cutoff = 200.0
hole = quad(lambda y: (j1(y) / y)**2, 0, cutoff, limit=1000)[0]
hole += 1 / (2 * np.pi * cutoff**2)
assert abs(-hole + 4 / (3 * np.pi)) < 1e-6
average = quad(lambda x: x * sigma_formula(x), 0, 1)[0]
assert abs(average + hole) < 1e-6

# Screening makes the slope finite; the differencing error is of order
# step^2*log(step)/screening^2.
for screening in (0.5, 2.0):
    step = 1e-3
    numerical = (sigma_screened(1 + step, screening)
                 - sigma_screened(1 - step, screening)) / (2 * step)
    assert abs(numerical - slope_circle(1.0, screening)) < 1e-4
for screening in (1e-2, 1e-3):
    law = (np.log(4 / screening) - 2) / np.pi
    assert abs(slope_circle(1.0, screening) - law) < 2 * screening

# Worked example.
rs = 2.0
kf = np.sqrt(2) / rs
ev = physical_constants["Hartree energy in electron volt"][0] if (
    "Hartree energy in electron volt" in physical_constants) else (
    physical_constants["Hartree energy in eV"][0])
print(f"rs = {rs:.1f} bohr, kF = {kf:.6f} bohr^-1")
print(f"density = {kf**2 / (2 * np.pi):.6f} bohr^-2")
print(f"1 hartree = {ev:.6f} eV")
print("Lattice check: k/kF, sum Sigma/kF, formula Sigma/kF (atomic units)")
for x, summed, formula in lattice_rows:
    print(f"  {x:.1f}  {summed:.5f}  {formula:.5f}")
print("k/kF, Sigma (hartree)")
for x in (0.0, 0.5, 0.9, 1.0, 1.1, 1.5, 2.0):
    print(f"  {x:.1f}  {kf * sigma_formula(x):.6f}")
print(f"Sigma(kF) = {kf * sigma_formula(1.0) * ev:.4f} eV")
free_width = kf**2 / 2
exchange_width = kf * (sigma_formula(1.0) - sigma_formula(0.0))
print(f"free bandwidth = {free_width:.6f} hartree")
print(f"exchange part of bandwidth = {exchange_width:.6f} hartree")
print(f"Hartree-Fock bandwidth = {free_width + exchange_width:.6f} hartree")
print(f"Hartree-Fock bandwidth = {(free_width + exchange_width) * ev:.4f} eV")
print(f"exchange energy per electron = {kf * average:.6f} hartree")
print("delta, slope inside, slope outside, limiting law (a.u. of velocity)")
for delta in (1e-1, 1e-2, 1e-3, 1e-4):
    print(f"  {delta:.0e}  {slope_formula(1 - delta):.5f}"
          f"  {slope_formula(1 + delta):.5f}  {slope_limit(delta):.5f}")
print("delta, inside velocity (a.u.), mass k/v (electron masses)")
for delta in (1e-1, 1e-2, 1e-3, 1e-4):
    k = kf * (1 - delta)
    velocity = k + slope_formula(1 - delta)
    print(f"  {delta:.0e}  {velocity:.5f}  {k / velocity:.5f}")


def velocity_excess(log_delta):
    x = 1 - np.exp(log_delta)
    return kf * x + slope_formula(x) - 10 * kf


delta_ten = np.exp(brentq(velocity_excess, np.log(1e-12), np.log(1e-2)))
delta_law = 8 * np.exp(-2 - 9 * np.pi * kf)
assert abs(delta_ten / delta_law - 1) < 1e-4
print(f"delta where inside velocity = 10 kF: {delta_ten:.3e} (no unit)")
kappa = 2.0
screened_slope = slope_circle(1.0, kappa / kf)
print(f"screening kappa = {kappa:.1f} bohr^-1, kappa/kF = {kappa / kf:.4f}")
print(f"screened slope at kF = {screened_slope:.5f} a.u. of velocity")
print(f"screened velocity at kF = {kf + screened_slope:.5f} a.u.")
print(f"screened mass at kF = {kf / (kf + screened_slope):.5f} electron masses")
print("OK")
```

Printed output:

```
rs = 2.0 bohr, kF = 0.707107 bohr^-1
density = 0.079577 bohr^-2
1 hartree = 27.211386 eV
Lattice check: k/kF, sum Sigma/kF, formula Sigma/kF (atomic units)
  0.5  -0.93263  -0.93422
  1.5  -0.35591  -0.35593
k/kF, Sigma (hartree)
  0.0  -0.707107
  0.5  -0.660590
  0.9  -0.527449
  1.0  -0.450158
  1.1  -0.375002
  1.5  -0.251683
  2.0  -0.182899
Sigma(kF) = -12.2494 eV
free bandwidth = 0.250000 hartree
exchange part of bandwidth = 0.256949 hartree
Hartree-Fock bandwidth = 0.506949 hartree
Hartree-Fock bandwidth = 13.7948 eV
exchange energy per electron = -0.300105 hartree
delta, slope inside, slope outside, limiting law (a.u. of velocity)
  1e-01  0.78435  0.73952  0.75822
  1e-02  1.49710  1.48537  1.49116
  1e-03  2.22505  2.22314  2.22409
  1e-04  2.95716  2.95690  2.95703
delta, inside velocity (a.u.), mass k/v (electron masses)
  1e-01  1.42075  0.44793
  1e-02  2.19714  0.31861
  1e-03  2.93145  0.24097
  1e-04  3.66420  0.19296
delta where inside velocity = 10 kF: 2.247e-09 (no unit)
screening kappa = 2.0 bohr^-1, kappa/kF = 2.8284
screened slope at kF = 0.02759 a.u. of velocity
screened velocity at kF = 0.73470 a.u.
screened mass at kF = 0.96244 electron masses
OK
```
